# Small-q screened interaction in uniaxial insulators: angular average and wings, part 2

The problem is the screened interaction $W_{GG'}(\mathbf q)$ of an insulator at small $q$: its average $\langle\cdot\rangle$ over directions $\mathbf n=\mathbf q/q$ and the role of the wings (elements $G0$ and $0G$, $G\ne0$). Hartree atomic units, RPA and time reversal are used; the frequency is imaginary or zero unless stated. $\Omega$ is the cell volume, $\chi^0$ the RPA polarization, $v_G=4\pi/|\mathbf q+\mathbf G|^2$, $\epsilon=1-v^{1/2}\chi^0v^{1/2}$ and $W_{GG'}=v_G^{1/2}\epsilon^{-1}_{GG'}v_{G'}^{1/2}$.

As $q\to0$, $\epsilon$ has head $nHn$, wing column $b=\mathbf n\cdot\mathbf V$ and body $B$. With $\mathbf S=B^{-1}\mathbf V$ and $nLn=\mathbf n\cdot L\cdot\mathbf n$,

$$L=H-\mathbf V^\dagger B^{-1}\mathbf V,\qquad \epsilon^{-1}=\begin{pmatrix}0&0\\0&B^{-1}\end{pmatrix}+\frac{zz^\dagger}{nLn},\qquad z=(1,\,-\mathbf n\cdot\mathbf S_G).$$

Parity rule: the coefficient of $q^m$ in $\epsilon^{-1}$ has parity $(-1)^m$ in $\mathbf n$ for head and body and $(-1)^{m+1}$ for the wings. Also $\epsilon^{-1}_{00}=1/nLn+O(q^2)$.

A second road splits off the long-range Coulomb term: $\epsilon^{-1}_{00}=1/\Lambda$, $\Lambda=1-v_0\bar\chi_{00}$, $\bar\chi=(1-\chi^0\bar v)^{-1}\chi^0$, where $\bar v$ is $v$ without its $G=0$ element.

For a uniaxial crystal $L=\mathrm{diag}(\epsilon_\perp,\epsilon_\perp,\epsilon_\parallel)$, $\Delta=\epsilon_\parallel-\epsilon_\perp$, $x=\Delta/\epsilon_\perp$, $u=\cos\theta$, $nLn=\epsilon_\perp+\Delta u^2$. The average $I=\langle1/nLn\rangle$ is

$$I=\frac{\arctan\sqrt x}{\epsilon_\perp\sqrt x},$$

or $I=\operatorname{artanh}(s)/(\epsilon_\perp s)$, $s=\sqrt{-x}$, for $-1<x<0$. For $\epsilon_\perp>0>\epsilon_\parallel$ and a retarded response, $I=(\operatorname{arcoth}s-i\pi/2)/\sqrt{\epsilon_\perp|\Delta|}$. For positive eigenvalues $\epsilon_j$ of any $L$, the Carlson form is

$$I=\frac12\int_0^\infty\frac{d\tau}{\sqrt{\prod_j(1+\tau\epsilon_j)}}.$$

The molecular model has closed-shell molecules without hopping. Each occupied–empty pair $t=(i,a)$ of real orbitals has energy difference $\omega_t$, $f_t=\omega_t/(\omega_t^2+\omega^2)$ at frequency $i\omega$, $\rho_t(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\varphi_i\varphi_a$, dipole $\mathbf d_t=\int\mathbf r\,\varphi_i\varphi_a$, $c_t^2=16\pi f_t/\Omega$, $D_{t\alpha}=c_td_{t\alpha}$ and $P_{Gt}=c_t\rho_t(\mathbf G)/|\mathbf G|$. Then $B=1+PP^\dagger$, $M=P^\dagger P$, $\mathbf V=iPD$, $P^\dagger B^{-1}=(1+M)^{-1}P^\dagger$ and

$$L=1+D^T(1+M)^{-1}D .$$

Equivalently $M_{ts}=4\sqrt{f_tf_s}\,K_{ts}$, with the real-space kernel

$$K_{ts}=\sum_{\mathbf R}^{\rm sphere}(t|s_{\mathbf R})-\frac{4\pi}{3\Omega}\mathbf d_t\cdot\mathbf d_s .$$

Here $(t|s_{\mathbf R})$ is the Coulomb integral with one pair density displaced by a lattice vector $\mathbf R$; the last term is the Lorentz term.

## Limits, bounds and two further averages

For $\epsilon_\parallel\gg\epsilon_\perp$, $\arctan\sqrt x\to\pi/2$ and $I\to\pi/(2\sqrt{\epsilon_\perp\epsilon_\parallel})$. For $\epsilon_\perp\gg\epsilon_\parallel$, $\operatorname{artanh}s=\tfrac12\ln[(1+s)^2/(1-s^2)]$ with $1-s^2=\epsilon_\parallel/\epsilon_\perp$ and $s\to1$ gives $I\to\ln(4\epsilon_\perp/\epsilon_\parallel)/(2\epsilon_\perp)$.

For weak anisotropy write $nLn=\bar\epsilon(1+\delta\sigma)$ with $\bar\epsilon=\operatorname{tr}L/3$, $\delta=\Delta/\bar\epsilon$, $\sigma=u^2-\tfrac13$. From $\langle u^{2m}\rangle=1/(2m+1)$: $\langle\sigma\rangle=0$, $\langle\sigma^2\rangle=\tfrac15-\tfrac19=\tfrac4{45}$, $\langle\sigma^3\rangle=\tfrac17-\tfrac15+\tfrac19-\tfrac1{27}=\tfrac{16}{945}$, so $\bar\epsilon I=1+\tfrac4{45}\delta^2-\tfrac{16}{945}\delta^3+\dots$ For positive $L$, convexity of $1/g$ gives $I\ge1/\langle nLn\rangle=3/\operatorname{tr}L$. The Cauchy–Schwarz inequality $1=(L^{1/2}\mathbf n\cdot L^{-1/2}\mathbf n)^2\le(nLn)(nL^{-1}n)$ gives $I\le\operatorname{tr}L^{-1}/3$.

The wings need $A_{\alpha\beta}=\langle n_\alpha n_\beta/nLn\rangle$. The azimuthal integral makes it diagonal. From $u^2=[(\epsilon_\perp+\Delta u^2)-\epsilon_\perp]/\Delta$ and $\operatorname{tr}A=I$,

$$A_\parallel=\frac{1-\epsilon_\perp I}{\Delta},\qquad A_\perp=\frac{I-A_\parallel}2 .$$

Integration by parts gives $\langle\ln nLn\rangle=\ln\epsilon_\parallel-\int_0^1 2\Delta u^2\,du/(\epsilon_\perp+\Delta u^2)=\ln\epsilon_\parallel-2+2\epsilon_\perp I$.

## What the wings do

The wings turn $H$ into $L$, which changes the coefficient of the $1/q^2$ divergence.

In $W$ itself, $W_{G0}=-4\pi\,\mathbf n\cdot\mathbf S_G/(q|\mathbf G|\,nLn)+O(q^0)$. The $1/q$ term is odd and integrates to zero over any cell symmetric under $\mathbf q\to-\mathbf q$. The $q^0$ term is even by the parity rule and survives. It needs the next order of the expansion and is not fixed by $\mathbf S$ alone. The body of $\epsilon^{-1}$ has a direction-dependent limit, and its average, which the factor $4\pi/(|\mathbf G||\mathbf G'|)$ turns into that of $W_{GG'}$, is $B^{-1}_{GG'}+\sum_{\alpha\beta}S_{G\alpha}A_{\alpha\beta}S^*_{G'\beta}$.

Self-energies and Bethe–Salpeter kernels contain $X=\sum\rho^*W\rho=y^\dagger\epsilon^{-1}y$ for a pair density $\rho$, with $y_G=\sqrt{4\pi}\rho(\mathbf q+\mathbf G)/|\mathbf q+\mathbf G|$ and $y'$ its $G\ne0$ part. The decomposition of $\epsilon^{-1}$ gives $X=y'^\dagger B^{-1}y'+|z^\dagger y|^2/nLn$. For an interband pair, which enters the screened exchange of an empty state and the coupling block of the Bethe–Salpeter matrix, $y_0=-i\sqrt{4\pi}\,\mathbf n\cdot\mathbf d$, so

$$z^\dagger y=-i\sqrt{4\pi}\,\mathbf n\cdot\mathbf d-\mathbf n\cdot\mathbf S^\dagger y'=-i\sqrt{4\pi}\,\mathbf n\cdot\tilde{\mathbf d},\qquad\tilde{\mathbf d}=\mathbf d-\frac{i\,\mathbf S^\dagger y'}{\sqrt{4\pi}},$$

$$\langle X\rangle=y'^\dagger B^{-1}y'+4\pi\,\tilde{\mathbf d}^\dagger A\,\tilde{\mathbf d}.$$

The wings dress the dipole with the local polarization it induces. In the molecular model $y'=\sqrt{4\pi}P_{Gt}/c_t$ and $\mathbf S^\dagger=-iD^T(1+M)^{-1}P^\dagger$, so $\tilde d_\alpha=d_{t\alpha}-[D^T(1+M)^{-1}M]_{\alpha t}/c_t=[D^T(1+M)^{-1}]_{\alpha t}/c_t$, which is real. Writing $\tilde{\mathbf d}=\mathbf d-(\mathbf d-\tilde{\mathbf d})$ splits the last term into the head $4\pi\mathbf dA\mathbf d$, the wings $-8\pi\mathbf dA(\mathbf d-\tilde{\mathbf d})$ and the body term $4\pi(\mathbf d-\tilde{\mathbf d})A(\mathbf d-\tilde{\mathbf d})$. All are of order $q^0$: the odd $1/q$ of the wing meets the odd $q$ of the matrix element. For an intraband pair $y_0\to\sqrt{4\pi}/q$; the head gives $4\pi/(q^2nLn)$, the wing term of order $1/q$ vanishes in every direction, because the real density gives $y'_{-G}=y_G'^*$, which with $\mathbf S_{-G}=-\mathbf S_G^*$ makes $\mathbf n\cdot\mathbf S^\dagger y'$ imaginary, and a finite remainder stays. Between two different intraband densities a $1/q$ term remains; it is imaginary and odd, and averages away.

The RPA correlation energy per cell is $\int_0^\infty\frac{d\omega}{2\pi}N_k^{-1}\sum_{\mathbf q}[\ln\det\epsilon-\operatorname{tr}(\epsilon-1)]$. Subtracting $b^\dagger B^{-1}$ times the lower rows from the first row leaves a block-triangular matrix, so $\det\epsilon=nLn\cdot\det B$. At $q\to0$ the average integrand is $\langle\ln nLn\rangle-(\operatorname{tr}H/3-1)+\ln\det B-\operatorname{tr}(B-1)$. The wings enter only through $L$, and the trace term keeps $H$.

## The q = 0 cell

On a grid of $N_k$ points $(N_k\Omega)^{-1}\sum_{\mathbf q}$ stands for $\int d^3q/(2\pi)^3$, and the divergent point is replaced by the integral over its cell. If $q_{\max}(\mathbf n)$ is the cell boundary, $q^2$ cancels and

$$E=\int_{\rm cell}\frac{d^3q}{(2\pi)^3}\frac{4\pi}{\mathbf qL\mathbf q}=\frac2\pi\Big\langle\frac{q_{\max}(\mathbf n)}{nLn}\Big\rangle .$$

Only for a sphere does $q_{\max}$ leave the average: $E=2q_cI/\pi$, with $\tfrac{4\pi}3q_c^3=(2\pi)^3/(N_k\Omega)$, or $q_c^3=6\pi^2/(N_k\Omega)$. For a box, write $\mathbf q=\lambda\mathbf p$ with $\mathbf p$ on a face at distance $h$; the volume element $\lambda^2h\,d\lambda\,dA$ cancels the $\lambda^{-2}$ of the integrand, and each face gives $h\int dA/(\mathbf pL\mathbf p)$ times $1/(2\pi^2)$. In static COHSEX the head matrix element is 1 within a band. Screened exchange then shifts occupied states by $-E$ and empty ones not at this order, while the Coulomb-hole head $\tfrac12(W_{00}-v_0)$ is common to both, so $E$ is this cell's head contribution to the gap. When the grid is refined in the same proportion along all three axes, $E$ scales as $N_k^{-1/3}$, whereas all $O(q^0)$ terms carry the weight $1/N_k$. The neighbouring cells are not exempt: for spacing $h$ the midpoint error of one of them is of order $h^3\cdot h^2\cdot h^{-4}=h$, the same power of $h$ as in $E$. The coefficient and its sign depend on $L$ and on the shape and position of the cell: for positive $L$ with principal axes along $x$ and $z$, at a point on the $x$ axis, the second derivative of $1/\mathbf qL\mathbf q$ is positive along $x$ and negative along $z$. The errors of different cells may therefore add or partly cancel, and integrating the divergent cell alone need not remove the error of order $h$.

## Worked example

Linear H$_4$ chains with spacing 1.8 bohr lie along $z$ on a tetragonal lattice, $a=6$, $c=10$ bohr, $\Omega=360$ bohr$^3$. $\chi^0$ is the lattice sum of molecular PBE/cc-pVDZ responses: 36 transitions, HOMO–LUMO gap 0.238 Ha. This is a flat-band model without hopping in a small basis; the digits below serve the comparison of formulas, not the description of a real solid. They are converged in the $G$ cutoff but not in the basis: cc-pVTZ and aug-cc-pVDZ move $L$ from $(1.075,\,2.137)$ to $(1.172,\,2.208)$ and $(1.325,\,2.262)$, $I$ from 0.732 to 0.685 and 0.628, and the $6\times6\times4$ sphere value of $E$ from 1.33 to 1.24 and 1.14 eV. The program and its output follow the text.

With 6146 $G$ vectors ($|\mathbf G|<10$ bohr$^{-1}$) and $\omega=0$, $H=(1.1001,\,3.3593)$ and $L=(1.0752,\,2.1374)$ for $(\perp,\parallel)$. Local fields remove about half of $H_\parallel-1$: 2.359 becomes 1.137. The real-space kernel gives $L_\parallel=2.1370$. The program asserts agreement within $3\times10^{-3}$, and that dropping the Lorentz term moves $L$ by more than 0.05; that the remaining $4\times10^{-4}$ comes from truncating the real-space sum is a conjecture.

Then $\Delta=1.06221$, $x=0.98796$, $\sqrt x=0.99396$ and

$$I=\frac{0.78237}{1.07515\times0.99396}=0.7321 .$$

Relative to this $I$, the lower bound $3/\operatorname{tr}L=0.6997$ lies 4.4 % below, the upper bound 0.7760 lies 6.0 % above, the single directions $1/\epsilon_\perp=0.9301$ and $1/\epsilon_\parallel=0.4679$ are off by $+27$ % and $-36$ %, and the closed form fed with $H$ gives 0.6099, or $-17$ %. The series with $\bar\epsilon=1.42922$, $\delta=0.74321$ gives $(1+0.04910-0.00695)/1.42922=0.7292$. Further, $A_\parallel=(1-1.07515\times0.73210)/1.06221=0.2004$, $A_\perp=(0.7321-0.2004)/2=0.2658$, and $\langle\ln nLn\rangle=0.7596-2+1.5742=0.334$ against $\ln\bar\epsilon=0.357$. At $i\omega$ with $\omega=0.5$ Ha, $L=(1.068,\,1.360)$ and $I=0.863$.

The limit itself is tested on 152 $G$ vectors, where $L=(1.0758,\,2.1398)$, by inverting the full matrix at $q=0.01$ and $0.005$ bohr$^{-1}$. The errors of the head, of the odd part of the wing and of the even part of the body fall by a factor between 3.7 and 4.3, as $O(q^2)$ requires, also for a bent H$_4$ without symmetry. For that molecule $L$ has eigenvalues 1.077, 1.164, 1.635, and the Carlson value $I=0.7848$ matches quadrature over the sphere. For the chain, the extrapolated sphere averages of the head (0.73150 on both roads), of the body and of $\ln\det\epsilon$ match the closed forms within $10^{-5}$. The largest $|W_{G0}|$ grows from 352 to 694 Ha bohr$^3$ when $q$ is halved, while the largest averaged element stays at 4.085 Ha bohr$^3$. The averaged wing part of the HOMO–HOMO pair, divided by $\Omega$, is 0.0266 Ha at both $q$.

The HOMO–LUMO dipole lies along $z$ and is dressed from 2.0034 to 0.9717 bohr, a difference of 1.0317 bohr. Divided by $\Omega$, the head is $4\pi(2.0034)^2(0.2004)/360=0.0281$ Ha, the wings give $-8\pi(2.0034)(1.0317)(0.2004)/360=-0.0289$ Ha, the direction-dependent body $4\pi(1.0317)^2(0.2004)/360=0.0074$ Ha and $B^{-1}$ gives 0.0304 Ha, in total 0.0370 Ha. The wing term outweighs the head because $2(d-\tilde d)>d$ in this basis; in cc-pVTZ (head 0.0267, wings $-0.0260$ Ha) and aug-cc-pVDZ (0.0236, $-0.0212$ Ha) the head is slightly the larger. Omitting the wing term alone yields 0.0659 Ha, 78 % above the total (74 % and 71 % in the two larger bases).

On a $6\times6\times4$ grid $q_c=0.10454$ bohr$^{-1}$ and $E=2(0.10454)(0.7321)/\pi=0.0487$ Ha $=1.33$ eV. The box integral, tested against an error-function representation, gives 1.31 eV, 1.2 % below the sphere. Replacing $I$ by $3/\operatorname{tr}L$ gives 1.27 eV and using $H$ gives 1.10 eV, whereas the whole interband pair term, with weight $1/144$, is 0.007 eV. On a $6\times6\times1$ grid the sphere gives 2.10 eV and the box 1.63 eV, 22 % below the sphere. At fixed volume the integral is largest for the region that holds the largest values of the integrand, the ellipsoid $\mathbf qL\mathbf q\le$ const. This box, with half-widths $\pi/36$ and $\pi/10$ bohr$^{-1}$, is stretched 3.6-fold along the axis on which that ellipsoid is shortest, and replacing the sphere by it lowers $E$ by 22 %. The shape of the cell gives most of this: an isotropic $L$ gives 16 %, and exchanging $\epsilon_\perp$ and $\epsilon_\parallel$ gives 9 %. The 22 % is more than the change from replacing $I$ in the sphere formula by either bound (4 % and 6 %) or by the value without local fields (17 %). These comparisons concern the divergent cell alone. For the integrand $4\pi/\mathbf qL\mathbf q$ the full correction of order $h$, with the midpoint errors of all neighbouring cells included by an Ewald sum, is 1.50 eV on the $6\times6\times4$ grid and $-1.00$ eV on the $6\times6\times1$ grid, against box integrals of 1.31 and 1.63 eV.

## Table of computed values

```
a, c, H-H spacing: 6.00000 10.00000 1.80000 bohr
Omega: 360.00000 bohr^3
transitions: 36; G vectors: 152 (Gmax 3), 6146 (Gmax 10 bohr^-1)
PBE HOMO-LUMO gap: 0.23798 Ha
molecular RPA alpha perp, par: 2.08969 28.09617 bohr^3
-- test set Gmax 3, q = 0.01 and 0.005 bohr^-1
L perp, par: 1.07583 2.13983 
I closed, I dense inversion: 0.73150 0.73150 
max |W_G0| pointwise: 352.38332 694.24822 Ha bohr^3
max |<W_G0>|: 4.08487 4.08542 Ha bohr^3
HOMO-HOMO wing part /Omega: 0.02657 0.02657 Ha
bent H4: eigenvalues of L, I Carlson: 1.07659 1.16401 1.63484 0.78479 
-- converged, Gmax 10, omega = 0
H perp, par: 1.10009 3.35927 
L perp, par: 1.07515 2.13736 
L perp, par real space: 1.07515 2.13700 
Delta, x, sqrt x, atan sqrt x: 1.06221 0.98796 0.99396 0.78237 
I: 0.73210 
mean eps, delta, I from series: 1.42922 0.74321 0.72917 
3/trL, error in %: 0.69968 -4.42858 
tr(1/L)/3, error in %: 0.77602 5.99905 
1/L perp, error in %: 0.93010 27.04495 
1/L par, error in %: 0.46787 -36.09275 
I from H (no wings), error in %: 0.60993 -16.68844 
A perp, A par: 0.26585 0.20041 
<ln nLn>, ln(trL/3): 0.33382 0.35713 
i omega=0.5 Ha: L perp, par, I: 1.06798 1.35982 0.86279 
HOMO-LUMO |d_z| bare, dressed: 2.00337 0.97167 bohr
pair/Omega head: 0.02808 Ha
pair/Omega wings: -0.02892 Ha
pair/Omega body S A S+: 0.00745 Ha
pair/Omega body B^-1: 0.03042 Ha
pair/Omega total: 0.03703 Ha
6x6x4 q_c: 0.10454 bohr^-1
6x6x4 E sphere, E box: 0.04872 0.04815 Ha
6x6x4 E sphere, E box: 1.32576 1.31013 eV
6x6x4 box vs sphere: -1.17857 %
6x6x1 q_c: 0.16594 bohr^-1
6x6x1 E sphere, E box: 0.07734 0.06004 Ha
6x6x1 E sphere, E box: 2.10451 1.63388 eV
6x6x1 box vs sphere: -22.36310 %
6x6x4 E sphere with 3/trL, with H: 1.26705 1.10451 eV
6x6x4 pair total/(Omega Nk): 0.00700 eV
model ep=3, ez=-2 lossless: Re I, Im I: 0.26639 -0.40558
```
